Sternheimer equations for an ionic displacement of wavevector q, part 1

(Sections cited here and not found follow in the second part.)

## First half: independent electrons, one wavevector at a time

**The decision**

Suppose the force constants of a crystal are wanted at a wavevector q. One way is to build a supercell in which the displacement pattern repeats, move the ions, and recompute the electrons. If q is one fifth of a reciprocal lattice vector, five cells are enough. If it is 37 hundredths, a hundred cells are needed. The other way is to stay in the primitive cell and solve linear equations for the response. Whether the second way is open depends on one question: can the response to a pattern that does not have the period of the lattice be written with functions that do?

To first order in the displacement it can. The derivation below is given for an insulator; a metal keeps the same form but needs a different treatment of the occupations. The responses themselves are not periodic. Each is a known phase times a periodic function, and the phase can be divided out. The equations then link an occupied state at k to functions at k+q.

**A chain of ions**

Start with independent electrons on a ring of N cells of length a. Atomic units are used in the algebra. Cell origins are R = la with l an integer, and each cell holds one ion at R+τ with potential U(x−R−τ). The Hamiltonian is

H = p²/2 + V(x),  p = −i d/dx,  V(x) = Σ_R U(x−R−τ).

Its eigenstates are Bloch functions

ψ_v(k) = N^(−1/2) e^{ikx} u_v(k),

where v is the band index, u_v(k) is a lattice-periodic function of x normalized over one cell, and k is a multiple of 2π/(Na). Since p e^{ikx} g = e^{ikx}(p+k) g for any function g,

H e^{ikx} g = e^{ikx} H(k) g,  H(k) = (p+k)²/2 + V.  (1)

Thus H(k) u_v(k) = ε_v(k) u_v(k). When g is periodic, so is H(k)g.

Now displace the ion of cell R by η e^{iqR}, with q also a multiple of 2π/(Na). A real displacement η cos(qR) is half the sum of the patterns for q and −q. First-order responses add, so the complex patterns may be treated one at a time and combined at the end. The phase is taken at the cell origin R. Taking it at R+τ would multiply the results by constant phases.

The change of V per unit η is

D_q(x) = −Σ_R e^{iqR} U′(x−R−τ).  (2)

The minus sign arises because moving an ion to the right reduces the argument of U. Move x by one lattice constant and rename R−a as R:

D_q(x+a) = −Σ_R e^{iqR} U′(x−(R−a)−τ) = e^{iqa} D_q(x).

Therefore

d_q(x) = e^{−iqx} D_q(x)  (3)

is periodic: the factor e^{−iqa} from the exponential cancels the factor e^{iqa} from D_q.

Its Fourier coefficients are needed later. With G a reciprocal lattice vector, p = q+G from here on in this calculation, and y = x−R−τ,

d_q(G) = (1/a) ∫_cell e^{−iGx} d_q(x) dx
= −(1/a) Σ_R ∫_cell e^{−ipx} e^{iqR} U′(x−R−τ) dx.

The exponentials combine to e^{−ip(y+τ)} e^{−iGR}, and e^{−iGR} = 1. The cell integrals for the different R then join into one integral over the whole line. (The ion potential is taken to be short-ranged compared with the ring.) Integration by parts turns U′ into ip times the transform of U, so

d_q(G) = −(i/a)(q+G) Ũ(q+G) e^{−i(q+G)τ},  Ũ(p) = ∫ e^{−ipy} U(y) dy.  (4)

*Limit.* At q = 0 all ions move together. Equation (2) gives D_0 = −V′, which is the first-order change of V(x−η), as it must be.

*A number.* The numerical model has a = 4 Å and two Gaussian wells per cell, with depths of 30 and 20 eV, at 0 and 1.6 Å. Each has the form −(depth) exp(−y²/2σ²), with σ = 0.5 Å. Take q = (1/5)(2π/a) = 0.3142 Å⁻¹ and move the deeper well, for which τ = 0. Then Ũ(q) = −30 × 0.5 × √(2π) × exp(−0.0123) = −37.14 eV Å, and

d_q(G=0) = −i × 0.3142 × (−37.14)/4 = 2.917i eV/Å.

The program also forms the lattice sum (2) directly. After the phase is removed, the result repeats from cell to cell within 3×10⁻¹³ eV/Å. With the phase left in, values in different cells differ by up to 69 eV/Å.

**Which states are coupled**

Insert the Bloch functions into a matrix element of D_q and write x as a position within a cell plus R:

⟨ψ_m(k′)|D_q|ψ_v(k)⟩ = (1/N) Σ_R e^{i(k+q−k′)R} ∫_cell e^{i(k+q−k′)x} u_m(k′)* d_q u_v(k) dx.  (5)

The factorization holds because the three functions in the integral after the exponential are periodic. Let θ = (k+q−k′)a. The allowed wavevectors make Nθ a multiple of 2π, so if e^{iθ} ≠ 1,

Σ_l e^{iθl} = (1−e^{iNθ})/(1−e^{iθ}) = 0.

If e^{iθ} = 1 the sum is N. Hence the matrix element vanishes unless k′ = k+q up to a reciprocal lattice vector.

That last freedom is a matter of labels. The functions ψ_v(k+q) and ψ_v(k+q+G) can be taken as the same state, with periodic factors related by u_v(k+q+G) = e^{−iGx} u_v(k+q). It is simplest to solve at k+q itself, even when it lies outside the first zone. No relabelling of periodic factors is then needed.

The rule was tested by quadrature over ten cells with the four lowest bands. For each pair k, k+q the largest matrix element lies between 15.6 and 19.4 eV/Å. Between any other pair of wavevectors on the mesh, none exceeds 10⁻¹⁴ eV/Å.

**The equation for an occupied state**

Assume that the occupied bands are full and separated from the empty ones by a gap. Perturbation theory for single orbitals meets a difficulty when ε_v(k) equals an occupied energy at k+q. The occupied space as a whole has no such difficulty, because the gap makes it vary smoothly with η. The derivation therefore starts from that space.

Let i and j number all occupied orbitals, each index standing for a pair (k,v). Let ΔV be the real perturbation per unit η. Choose an orthonormal basis ψ_i + ηΔψ_i of the perturbed occupied space. The perturbed Hamiltonian maps this space into itself, so to first order

(H+ηΔV)(ψ_i+ηΔψ_i) = Σ_j (ψ_j+ηΔψ_j)(ε_i δ_ji + ηL_ji),

with some coefficients L_ji. The terms linear in η are

HΔψ_i + ΔV ψ_i = ε_i Δψ_i + Σ_j ψ_j L_ji.

Let P project on the unperturbed occupied space. The operator 1−P commutes with H and removes every ψ_j. Applying it gives

(H−ε_i)(1−P)Δψ_i = −(1−P)ΔV ψ_i.  (6)

The remaining part of the response lies in the occupied space. Write it as PΔψ_i = Σ_j ψ_j A_ji. Orthonormality at first order requires A_ij + A_ji* = 0. Its contribution to the change of Σ_i |ψ_i|² is

Σ_ij (ψ_i* ψ_j A_ji + ψ_i ψ_j* A_ji*) = Σ_ij ψ_i* ψ_j (A_ji + A_ij*) = 0,

where i and j were exchanged in the second term. This part only rotates filled orbitals among themselves, so it may be set to zero: PΔψ_i = 0. The cancellation needs equal occupations, which is one place where a metal would require a different treatment.

Equation (6) is linear in ΔV. The source made by D_q from ψ_v(k) has wavevector k+q, by the selection rule. H and P conserve wavevector, so the solution has wavevector k+q as well:

Δψ_v(k,q) = N^(−1/2) e^{i(k+q)x} Δu_v(k,q),  (7)

with Δu_v(k,q) periodic. Insert this in (6), use (1) at k+q, and cancel the common factor N^(−1/2) e^{i(k+q)x}. The result is

[H(k+q) − ε_v(k)] Δu_v(k,q) = −[1−P(k+q)] d_q u_v(k),  (8)

P(k+q) = Σ_v′ |u_v′(k+q)⟩⟨u_v′(k+q)|,  P(k+q) Δu_v(k,q) = 0.

Brackets between periodic functions are integrals over one cell. Everything in (8) is periodic. The energy on the left belongs to k, while the Hamiltonian and the projector belong to k+q.

*Limit.* For q = 0 the ions move rigidly and the orbitals should follow. Moving ψ with the crystal changes it by −ψ′ per unit η. Since H(ψ′) = (Hψ)′ − V′ψ, one finds (H−ε)(−ψ′) = V′ψ. This is −D_0ψ, in agreement with (6) before projection. The projected solution is Δψ = −(1−P)ψ′.

**Removing a singularity**

The operator on the left of (8) is singular if an occupied energy at k+q equals ε_v(k). This is not a rare accident. For a real potential ε_v(−k) = ε_v(k), so at k = −q/2 the two energies coincide in every band. The projected source has no component along the singular direction, but a linear solver working in the whole basis still meets a singular matrix.

Add a term αP(k+q) with α real:

[H(k+q) + αP(k+q) − ε_v(k)] Δu_v(k,q) = −[1−P(k+q)] d_q u_v(k).  (9)

The solution of (8) satisfies (9), because the added term acts on a function with no occupied component. Conversely, take the overlap of (9) with an occupied u_v′(k+q). The right side vanishes, and

[ε_v′(k+q) + α − ε_v(k)] ⟨u_v′(k+q)|Δu_v(k,q)⟩ = 0.

If α exceeds the energy width of the occupied bands, the bracket is positive and the overlap must be zero. The constraint then follows from the equation. The operator is also positive definite: its eigenvalues in the empty space are ε_c(k+q) − ε_v(k), where c denotes an empty band, and these are at least as large as the gap.

In the model, the occupied width is 9.28 eV and α was set to twice this, 18.57 eV. The mesh contains k = −q/2. Without α, the smallest absolute eigenvalue found is 6×10⁻¹⁴ eV, which is zero to rounding. With α the smallest eigenvalue is 7.66 eV, above the mesh gap of 6.83 eV.

*Limit.* Equation (9) can be checked against the expansion over empty bands at k+q. Taking the overlap with u_c(k+q) gives

[ε_c(k+q) − ε_v(k)] ⟨u_c(k+q)|Δu_v(k,q)⟩ = −⟨u_c(k+q)|d_q|u_v(k)⟩,

and therefore

Δu_v(k,q) = Σ_c u_c(k+q) ⟨u_c(k+q)|d_q|u_v(k)⟩ / [ε_v(k) − ε_c(k+q)].  (10)

Solving (9) gives the same function without computing the empty bands. The program compares the two forms, with the self-consistent potential change derived in the second half in place of d_q. Their coefficients agree within 10⁻¹⁴ Å⁻¹.

## Second half: interacting electrons and force constants

**What is carried over**

A Bloch state at k has periodic factor u_v(k) and energy ε_v(k). H(k+q) and P(k+q) are the Hamiltonian and the occupied projector acting on periodic functions at k+q, and α exceeds the occupied band width. An ion displacement η e^{iq·R} changes the ionic potential by e^{iq·r} d_q(r) per unit η, with d_q periodic. The orbital response is e^{i(k+q)·r} times a periodic function Δu_v(k,q), apart from normalization. It has no occupied component and obeys (9).

**Three dimensions and several ions**

Let s label the ions at τ_s in a cell of volume Ω, and displace sublattice s along a Cartesian direction β. The ionic potentials U_s are taken to be local. Then

d_{q,s}(r) = −e^{−iq·r} Σ_R e^{iq·R} ∂_β U_s(r−R−τ_s),  (11)

d_{q,s}(G) = −(i/Ω)(q+G)_β Ũ_s(q+G) e^{−i(q+G)·τ_s}.

The earlier steps carry over: a lattice translation renames R, and the sum over cells in the selection rule is a product of three geometric sums. The index s is dropped until the force constants need it.

For interacting electrons, use Kohn-Sham theory with paired spins and a local density functional. The electrons move in V = V_ion + V_H[n] + V_xc[n]. When the ions move, the density n changes, and so do the last two terms. The source in (9) must contain the change of the whole potential, which depends on the orbital responses being sought.

**The density response and its factor of four**

For the real pattern η cos(q·R), each orbital response is half the sum of the responses to q and −q. The density is n = 2Σ|ψ_v(k)|², with 2 for spin and the sum over k and occupied v. Its change per unit η is 2Σ(ψ*Δψ + ψΔψ*). Collect the terms with phase e^{iq·r}. One comes from ψ* times the q response:

(1/N) e^{−ik·r} u_v(k)* e^{i(k+q)·r} Δu_v(k,q) = (1/N) e^{iq·r} u_v(k)* Δu_v(k,q).

The other comes from ψ times the conjugate of the −q response:

(1/N) e^{ik·r} u_v(k) e^{−i(k−q)·r} Δu_v(k,−q)* = (1/N) e^{iq·r} u_v(k) Δu_v(k,−q)*.

So the change is ½[e^{iq·r} Δn_q + e^{−iq·r} Δn_{−q}], with the periodic factor

Δn_q = (2/N) Σ_kv [u_v(k)* Δu_v(k,q) + u_v(k) Δu_v(k,−q)*].  (12)

A real displacement therefore couples k to both k+q and k−q. The statement that k meets k+q alone refers to one complex pattern.

Time reversal removes the second calculation. With a real potential, conjugation turns H(k) into H(−k), and one may choose u_v(−k) = u_v(k)*. Write (9) for the pattern −q at −k and conjugate it. H(−k−q) becomes H(k+q), the projector changes likewise, and the potential factor for −q becomes that for q, since the sum of the two patterns is real. The result is the equation for Δu_v(k,q), whose solution is unique. Hence

Δu_v(−k,−q)* = Δu_v(k,q).

Replace k by −k in the second term of (12), on a mesh that contains both. It becomes equal to the first, and

Δn_q = (4/N) Σ_kv u_v(k)* Δu_v(k,q).  (13)

One factor of 2 is spin and the other is time reversal. If time reversal is broken while the Hamiltonian stays lattice-periodic, (12) has to be kept with separate solutions for q and −q. In the model, a separate run at −q gives the conjugate of Δn_q within 5×10⁻¹⁵ Å⁻². That run also uses (13), so it shows consistency only; the factor of four itself is tested by the supercell comparison at the end.

*Limit.* At q = 0 the integral of (13) over a cell is a sum of overlaps ⟨u_v(k)|Δu_v(k,0)⟩. These vanish because the response has no occupied component, so no cell gains charge. For q ≠ 0 the cell average of Δn_q need not vanish. The total charge is still conserved, since e^{iq·r} sums to zero over the crystal.

The response to a displacement pattern of wavevector q has been reduced to periodic functions in the primitive cell, and (13) gives the density change from the orbital responses. It remains to find the potential change that this density produces, which closes the equations, and then to obtain the force constants and check them against displaced supercells.
